# Spin Coulomb drag and the spin diffusion constant

**Q:** Electron-electron collisions conserve momentum. If they cannot stop a current, why should they appear in any transport coefficient of a simple metal or semiconductor?

**A:** Because they conserve the total momentum, and not every current is proportional to it. Take a parabolic band, $\varepsilon_k=k^2/2m$, with $\hbar=k_B=1$. Let $n_\sigma$ and $\mathbf v_\sigma$ be the density and mean velocity of spin $\sigma$. The charge current is

$$\mathbf j=-e(n_\uparrow\mathbf v_\uparrow+n_\downarrow\mathbf v_\downarrow)=-\frac em(\mathbf P_\uparrow+\mathbf P_\downarrow),$$

where $\mathbf P_\sigma=mn_\sigma\mathbf v_\sigma$ is a momentum density. The spin current contains $\mathbf P_\uparrow-\mathbf P_\downarrow$ instead. A collision between an up and a down electron moves momentum $\mathbf q$ from one species to the other. It leaves the sum alone and changes the difference by $2\mathbf q$. A collision between equal spins changes neither.

I assume that collisions conserve spin, that there is no umklapp scattering, and that the gas is three-dimensional and unpolarized, $n_\uparrow=n_\downarrow=n/2$.

**Q:** That shows the spin current may change, not that it decays. The transfers $\mathbf q$ have both signs.

**A:** Then the average transfer must be computed. Let $W(q)$ be the screened interaction, taken as static and in Born approximation. Opposite spins are distinguishable, so there is no exchange amplitude. The golden rule gives the momentum gained by the up electrons per unit time and volume:

$$\mathbf F=\int\!\frac{d^3k\,d^3p\,d^3q}{(2\pi)^9}\,\mathbf q\,2\pi W^2\,\delta(\varepsilon_{k+q}+\varepsilon_{p-q}-\varepsilon_k-\varepsilon_p)\,f_\uparrow(\mathbf k)f_\downarrow(\mathbf p)[1-f_\uparrow(\mathbf k+\mathbf q)][1-f_\downarrow(\mathbf p-\mathbf q)].$$

Let $\omega$ be the energy passed to the up electron, and define

$$S_\sigma(\mathbf q,\omega)=\int\!\frac{d^3k}{(2\pi)^3}f_\sigma(\mathbf k)[1-f_\sigma(\mathbf k+\mathbf q)]\,2\pi\delta(\omega-\varepsilon_{k+q}+\varepsilon_k).$$

Splitting the energy delta function into one for each electron, $2\pi\delta(a+b)=\int\frac{d\omega}{2\pi}\,2\pi\delta(\omega-a)\,2\pi\delta(-\omega-b)$, gives

$$\mathbf F=\int\!\frac{d^3q}{(2\pi)^3}\,\mathbf q\,W^2\int\!\frac{d\omega}{2\pi}\,S_\uparrow(\mathbf q,\omega)\,S_\downarrow(-\mathbf q,-\omega).$$

**Q:** You still need the distributions of the moving electrons.

**A:** I take drifted Fermi functions, $f_\sigma(\mathbf k)=f_0(\mathbf k-m\mathbf v_\sigma)$. This is an approximation, to be examined later. Put $\mathbf k=\mathbf k'+m\mathbf v_\sigma$. Then

$$\varepsilon_{k+q}-\varepsilon_k=\varepsilon_{k'+q}-\varepsilon_{k'}+\mathbf q\cdot\mathbf v_\sigma,$$

so $S_\sigma(\mathbf q,\omega)=S_0(q,\omega-\mathbf q\cdot\mathbf v_\sigma)$, where $S_0$ belongs to the gas at rest and depends on $|\mathbf q|$ alone. For the down electrons, $S_\downarrow(-\mathbf q,-\omega)=S_0(q,-\omega+\mathbf q\cdot\mathbf v_\downarrow)$. Replace $\omega$ by $\omega+\mathbf q\cdot\mathbf v_\uparrow$ and write $\mathbf u=\mathbf v_\uparrow-\mathbf v_\downarrow$, $x=\mathbf q\cdot\mathbf u$:

$$\mathbf F=\int\!\frac{d^3q}{(2\pi)^3}\,\mathbf q\,W^2G(x),\qquad G(x)=\int\!\frac{d\omega}{2\pi}S_0(q,\omega)S_0(q,-\omega-x).$$

The force depends on the relative drift only. At $\mathbf u=0$ the integrand is odd in $\mathbf q$, and the force vanishes.

**Q:** And for $\mathbf u\neq0$, what fixes the sign?

**A:** Detailed balance. With $\beta=1/T$, the Fermi function obeys

$$f_0(\mathbf k)[1-f_0(\mathbf k+\mathbf q)]=e^{\beta(\varepsilon_{k+q}-\varepsilon_k)}f_0(\mathbf k+\mathbf q)[1-f_0(\mathbf k)].$$

Inside $S_0$ the exponent equals $\beta\omega$, and the remaining integral describes the reverse transition. Hence $S_0(q,\omega)=e^{\beta\omega}S_0(q,-\omega)$. Apply this to both factors of $G$:

$$S_0(\omega)S_0(-\omega-x)=e^{\beta\omega}e^{-\beta(\omega+x)}S_0(-\omega)S_0(\omega+x).$$

The exponentials combine to $e^{-\beta x}$. Changing $\omega$ to $-\omega$ in the integral then gives $G(x)=e^{-\beta x}G(-x)$. Now average the force integral with its copy under $\mathbf q\to-\mathbf q$:

$$\mathbf F=\frac12\int\!\frac{d^3q}{(2\pi)^3}\,\mathbf q\,W^2\,(e^{-\beta x}-1)\,G(-x).$$

Since $G\ge0$ and $x(e^{-\beta x}-1)\le0$, we have $\mathbf u\cdot\mathbf F\le0$: the force opposes the relative drift. For small drift $e^{-\beta x}-1\approx-\beta\,\mathbf q\cdot\mathbf u$, and the angular average replaces $q_iq_j$ by $q^2\delta_{ij}/3$. Thus

$$\mathbf F=-\gamma\mathbf u,\qquad \gamma=\frac{\beta}{6}\int\!\frac{d^3q}{(2\pi)^3}\,q^2W^2G(0).$$

By momentum conservation the down electrons feel $+\gamma\mathbf u$.

**Q:** Can $G(0)$ be evaluated, or is it just a name?

**A:** One frequency integral remains. Write $f=f_0(\varepsilon)$ and $f'=f_0(\varepsilon+\omega)$. Then

$$f-f'=f(1-f')-f'(1-f)=f(1-f')(1-e^{-\beta\omega}),$$

so $S_0=A/(1-e^{-\beta\omega})$, where $A$ has $f-f'$ in place of $f(1-f')$. Let $z$ lie along $\mathbf q$. The delta function fixes $k_z=k_-$ before the transition and $k_z+q=k_+$ after it, with $k_\pm=m\omega/q\pm q/2$, and contributes a factor $m/q$. The transverse integral is

$$\int d^2k_\perp f_0=2\pi m\int_0^\infty\! d\varepsilon_\perp f_0=2\pi mT\ln\!\left[1+e^{\beta(\mu-k_z^2/2m)}\right].$$

Collecting factors,

$$A=\frac{m^2T}{2\pi q}\ln\frac{1+e^{\beta(\mu-k_-^2/2m)}}{1+e^{\beta(\mu-k_+^2/2m)}}.$$

Reversing $\omega$ turns $k_\mp$ into $-k_\pm$, so $A$ is odd, and

$$S_0(\omega)S_0(-\omega)=\frac{A^2}{(1-e^{-\beta\omega})(e^{\beta\omega}-1)}=\frac{A^2}{4\sinh^2(\beta\omega/2)}.$$

For the interaction I use the long-wavelength form of static screening at all $q$, a further approximation: $W=4\pi e^2/(q^2+\kappa^2)$ with $\kappa^2=4\pi e^2\,\partial n/\partial\mu$. In a semiconductor the $e^2$ of the Coulomb interaction is divided by the dielectric constant; the charge $e$ in currents and resistivities stays the bare one.

**Q:** In a cold Fermi gas the Pauli principle blocks collisions. Does your formula know that?

**A:** Yes. For $T\to0$, $T\ln[1+e^{\beta(\mu-\varepsilon)}]$ tends to $\mu-\varepsilon$ below the Fermi level and to zero above it. For $q<2k_F$ and small $\omega$ both logarithms are in the first regime. Their difference, times $T$, is $(k_+^2-k_-^2)/2m=\omega$, so $A=m^2\omega/(2\pi q)$. For $q>2k_F$, $A$ vanishes. With $\omega=2Ty$,

$$G(0)=\frac1{2\pi}\,\frac{m^4}{4\pi^2q^2}\,2T^3\int_{-\infty}^{\infty}\frac{y^2dy}{\sinh^2y}=\frac{m^4T^3}{12\pi q^2}.$$

The integral is $\pi^2/3$: for $y>0$ expand $1/\sinh^2y=4\sum_l l\,e^{-2ly}$, integrate to get $\sum_l l^{-2}=\pi^2/6$, and double. Therefore

$$\gamma=\frac1{6T}\,\frac1{2\pi^2}\int_0^{2k_F}\!q^4W^2\,\frac{m^4T^3}{12\pi q^2}\,dq=\frac{m^4T^2}{144\pi^3}\int_0^{2k_F}\!q^2W^2dq.$$

The friction vanishes as $T^2$. At $T/T_F=0.005$, with $T_F$ the Fermi temperature, the full integral is 0.998 of this law for the density used below.

**Q:** Does the drag then keep growing with temperature?

**A:** No. In the classical regime the fugacity $\zeta=e^{\beta\mu}=\frac n2(2\pi/mT)^{3/2}$ is small, and each logarithm $\ln(1+y)$ becomes $y$. Then $S_0(\pm\omega)=(m^2T/2\pi q)\,\zeta\,e^{-\beta k_\mp^2/2m}$. Since $(k_-^2+k_+^2)/2m=m\omega^2/q^2+q^2/4m$, the frequency integral is Gaussian:

$$G(0)=\frac{m^4T^2\zeta^2}{4\pi^2q^2}\,\frac{q}{2\pi}\sqrt{\frac{\pi T}{m}}\;e^{-q^2/4mT}=\frac{n^2}{4q}\sqrt{\frac{\pi m}{T}}\;e^{-q^2/4mT}.$$

Inserting this in $\gamma$ gives

$$\gamma=\frac{n^2e^4\sqrt{\pi m}}{3\,T^{3/2}}\int_0^\infty\!\frac{q^3e^{-q^2/4mT}}{(q^2+\kappa^2)^2}dq.$$

The last integral grows logarithmically, because it is cut off at $q\sim\kappa$ below and $q\sim\sqrt{mT}$ above. The friction falls as $T^{-3/2}$ times this logarithm: fast electrons are deflected less. Between the two limits there must be a maximum.

**Q:** Now connect $\gamma$ to a resistivity. Factors of two seem easy to hide here.

**A:** Let static disorder relax momentum at a constant rate $1/\tau$, and define $1/\tau_{sd}=4\gamma/(nm)$. The drag force per up electron is $-\gamma\mathbf u/(n/2)=-(m/2\tau_{sd})\mathbf u$. In a uniform system with a force $-e\mathbf E_\sigma$ on spin $\sigma$,

$$m\frac{d\mathbf v_\sigma}{dt}=-e\mathbf E_\sigma-\frac{m\mathbf v_\sigma}{\tau}-\frac m{2\tau_{sd}}(\mathbf v_\sigma-\mathbf v_{-\sigma}).$$

Without fields, half the sum and the difference of the two equations are

$$\frac{d\mathbf V}{dt}=-\frac{\mathbf V}\tau,\qquad \frac{d\mathbf u}{dt}=-\left(\frac1\tau+\frac1{\tau_{sd}}\right)\mathbf u,\qquad \mathbf V=\tfrac12(\mathbf v_\uparrow+\mathbf v_\downarrow).$$

The drag cancels from the first and enters the second in full; this is why the factor 4 was put into the definition. In a steady state insert $\mathbf v_\sigma=-2\mathbf j_\sigma/(ne)$:

$$\mathbf E_\sigma=2\rho_D\,\mathbf j_\sigma+\rho_{sd}(\mathbf j_\sigma-\mathbf j_{-\sigma}),\qquad \rho_D=\frac m{ne^2\tau},\quad \rho_{sd}=\frac m{ne^2\tau_{sd}}.$$

Equal fields give $\mathbf j_\sigma=\mathbf j/2$ and $\mathbf E=\rho_D\,\mathbf j$, the ordinary resistivity. Opposite fields give opposite currents $\pm\mathbf j_s/2$ and $\mathbf E_\uparrow=(\rho_D+\rho_{sd})\mathbf j_s$. The off-diagonal element of the resistivity matrix is $-\rho_{sd}$; the minus sign says that one species pulls the other along.

**Q:** Diffusion has no opposite electric fields. What drives the spins?

**A:** Gradients of their chemical potentials. At uniform temperature the pressure force per electron is $-\nabla P_\sigma/n_\sigma=-\nabla\mu_\sigma$. For small deviations $\delta\mu_\sigma=\delta n_\sigma/\chi_\sigma$, with $\chi_\sigma=\partial n_\sigma/\partial\mu_\sigma$ equal for both spins. This is the free-electron value; exchange-correlation corrections to the spin susceptibility are left out. Any electrostatic force acts equally on both spins and cancels from the difference. For slow variation $d\mathbf u/dt$ can be dropped:

$$0=-\frac{\nabla s}{m\chi_\sigma}-\left(\frac1\tau+\frac1{\tau_{sd}}\right)\mathbf u,\qquad s=n_\uparrow-n_\downarrow.$$

To first order the spin flux, counted as up minus down particles, is $\mathbf J_s=(n/2)\mathbf u$. So $\mathbf J_s=-D_s\nabla s$ with

$$D_s=\frac{n_\sigma}{m\chi_\sigma}\,\frac1{1/\tau+1/\tau_{sd}}=\frac{D_0}{1+\tau/\tau_{sd}}=\frac{D_0}{1+\rho_{sd}/\rho_D},\qquad D_0=\frac{n_\sigma\tau}{m\chi_\sigma}.$$

Continuity, $\partial_ts=-\nabla\cdot\mathbf J_s$, turns this into the diffusion equation, provided spin relaxation is slow enough to be ignored.

**Q:** Does a charge disturbance really escape the drag when it too has gradients?

**A:** Within the same equations, yes. Let $\delta n$ be the total density change at wavenumber $k$. Continuity gives $\partial_t\delta n=-n\nabla\cdot\mathbf V$, and the average force is $-\nabla[1/(2\chi_\sigma)+4\pi e^2/k^2]\delta n$. Eliminating $\mathbf V$,

$$\ddot{\delta n}+\frac1\tau\dot{\delta n}+\left[\frac{4\pi ne^2}m+\frac{nk^2}{2m\chi_\sigma}\right]\delta n=0.$$

This contains no $\tau_{sd}$. At long wavelengths charge oscillates as a plasmon whose amplitude decays at $1/(2\tau)$ if disorder is weak enough for oscillation. Spin has no such restoring field and diffuses.

The $k^2$ term assumes local equilibrium, which a plasmon much faster than the collisions does not maintain. It should therefore not be read as the plasmon dispersion. At shorter wavelengths single-particle excitations also damp the plasmon.

**Q:** I now return to the drifted Fermi functions. Real collisions may prefer another shape.

**A:** They may, and the error has a definite sign. For a weak disturbance along $z$, write $\delta f_\sigma=\pm f_0(1-f_0)\phi(\mathbf k)$, with opposite signs for the two spins, and define

$$\langle\phi,\psi\rangle=2\int\!\frac{d^3k}{(2\pi)^3}f_0(1-f_0)\,\phi\,\psi.$$

To first order a drifted Fermi function has $\phi\propto k_z$. Let $K(\phi,\psi)$ be the linearized collision form, disorder plus electron collisions. It is symmetric by detailed balance and positive, since each electron collision adds a squared change of $\phi$ and disorder adds $\langle\phi,\phi\rangle/\tau$. In suitable units the steady state obeys $K(\phi,\psi)=\langle k_z,\psi\rangle$ for every $\psi$, because the driving term is proportional to the velocity. The spin flux is proportional to $\langle k_z,\phi\rangle=K(\phi,\phi)$. Setting $\psi=k_z$ and using the Cauchy-Schwarz inequality,

$$\langle k_z,k_z\rangle^2=K(\phi,k_z)^2\le K(\phi,\phi)\,K(k_z,k_z).$$

The drifted state loses relative momentum at the rate found above, so $K(k_z,k_z)=(1/\tau+1/\tau_{sd})\langle k_z,k_z\rangle$. Hence

$$\langle k_z,\phi\rangle\ge\frac{\langle k_z,k_z\rangle}{1/\tau+1/\tau_{sd}}.$$

For the full linearized Boltzmann equation, then, the formula for $D_s$ is a lower bound; it is exact for drifted distributions.

**Q:** Does the charge current suffer from the same uncertainty?

**A:** Not for constant $\tau$. In the charge channel both spins carry the same $\phi$. The choice $\phi=\tau k_z$ balances disorder against the drive, and electron collisions do not act on it because total momentum is conserved. This solution is exact within the linearized equation.

If $\tau$ depends on energy, disorder alone gives $\phi=\tau(\varepsilon)k_z$. Electron collisions reshape this distribution although they conserve its momentum, and disorder then removes momentum at a different rate. The charge current is therefore immune under the stated condition, not from momentum conservation alone.

**Q:** Give me a case where the reduction is visible.

**A:** Take a model doped semiconductor with effective mass 0.10 electron masses and dielectric constant 10. I use effective Rydberg units, $\hbar=1$, $m=1/2$, $e^2=2$, with energy unit $\mathrm{Ry}^*$ and length unit $a^*$. Choose $r_s=1$, so $n=0.2387\,a^{*-3}$, together with $T=2\,\mathrm{Ry}^*$ and $\tau=4\,\hbar/\mathrm{Ry}^*$. Then $T/T_F=0.54$, neither cold nor classical. In laboratory units the temperature is 316 K. The constant $\tau$ is a model choice: in a bulk sample with one ionized donor per electron, the donors alone would give a somewhat shorter, energy-dependent time, and phonons would shorten it further.

The friction integral gives $\gamma=0.002994\,\hbar/a^{*5}$. A direct sampling of the original collision integral, with drifted distributions, gives 0.002991 in the same unit. For common drift $v$ the sampled force is about $0.002\,\gamma v$ in magnitude, zero within the sampling tolerance. Then

$$\frac1{\tau_{sd}}=\frac{4(0.002994)}{0.2387(0.5)}=0.100\ \frac{\mathrm{Ry}^*}\hbar,\qquad \frac{\rho_{sd}}{\rho_D}=\frac\tau{\tau_{sd}}=4(0.1003)=0.401.$$

With $\chi_\sigma=0.03656\,\mathrm{Ry}^{*-1}a^{*-3}$,

$$D_0=\frac{4(0.1194)}{0.5(0.03656)}=26.1\ \frac{a^{*2}\mathrm{Ry}^*}{\hbar},\qquad D_s=\frac{26.1}{1.401}=18.6\ \frac{a^{*2}\mathrm{Ry}^*}{\hbar}.$$

In laboratory units these are about 151 and 108 cm²/s. The drag removes 29% of the spin diffusion constant, while the charge resistivity stays at its disorder value.

**Q:** How much of that figure should I believe?

**A:** The drifted shape costs little here. Adding $k_zk^2$ and $k_zk^4$ to the trial functions, with same-spin collisions and their exchange included, raises $D_s/D_0$, which is 0.714, by only about 0.0001. The Born approximation and static screening are the weaker points. The Born parameter $e^2/v_F$, with Fermi velocity $v_F=2k_F=3.84$ in these units, is $2/3.84=0.52$, which is not small. Static screening ignores that the energies exchanged here can reach the plasmon energy. Either approximation can change the drag rate by tens of percent. The reduction is an estimate for this model, not a prediction for a given sample.

The condition on $\tau$ also matters. With a disorder time proportional to energy, $\tau k^2/T$, and the same three trial functions, electron collisions lower the charge conductivity to 0.87 of its value without them. This ratio is a lower bound, by the same variational argument: the solution without electron collisions, proportional to $k_zk^2$, lies in the trial set and is exact, so more trial functions can only raise the ratio. With larger sets it settles near 0.88. With constant $\tau$ the ratio is 1.

**Q:** And the maximum you promised?

**A:** At this density $1/\tau_{sd}$ rises from 0.0026 to 0.0101 $\mathrm{Ry}^*/\hbar$ between $T/T_F=0.05$ and 0.1, a factor 3.85, close to the 4 of the $T^2$ law. Among the temperatures computed it is largest at $T/T_F=1$, with 0.127, and has fallen to 0.062 at $T/T_F=5$. For fixed $\tau$ the drag at this density therefore matters most near the Fermi temperature. Far below the Fermi temperature it dies out by the $T^2$ law. The remaining values are in the numerical output below.

## Numbers as computed

```
effective mass                  0.10 electron masses
dielectric constant             10.0
effective Rydberg Ry*           13.606 meV
effective Bohr radius a*        5.292 nm
r_s                             1.00 a*
density n                       0.23873 a*^-3
Fermi wavenumber                1.9192 1/a*
Fermi energy                    3.6832 Ry*
temperature k_B T               2.000 Ry*
T/T_F                           0.5430
chemical potential              2.5587 Ry*
dn_spin/dmu                     0.03656 1/(Ry* a*^3)
screening wavenumber kappa      1.3556 1/a*
disorder time tau               4.000 hbar/Ry*
friction gamma, formula         0.002994 hbar/a*^5
friction gamma, direct integral 0.002991 hbar/a*^5
common-drift force / (gamma v)  -2.1e-03
drag rate 1/tau_sd              0.10033 Ry*/hbar
disorder rate 1/tau             0.25000 Ry*/hbar
rho_D (Gaussian)                0.26180 hbar/Ry*
rho_sd (Gaussian)               0.10507 hbar/Ry*
rho_sd/rho_D                    0.4013
D_0                             26.119 a*^2 Ry*/hbar
D_s                             18.639 a*^2 Ry*/hbar
D_s from mode matrix            18.643 a*^2 Ry*/hbar
D_0 converted                   151.2 cm^2/s
D_s converted                   107.9 cm^2/s
D_s/D_0, formula                0.7136
D_s/D_0, one function sampled   0.7137
D_s/D_0, three functions        0.7138
plasmon amplitude decay rate    0.12500 Ry*/hbar
plasmon frequency               3.4618 Ry*/hbar
charge conductivity with/without e-e, constant tau 1.000000
same ratio, tau proportional to energy             0.8735
gamma / low-T law at T/T_F = 0.005  0.99800
T/T_F = 0.05: 1/tau_sd = 0.00262 Ry*/hbar
T/T_F = 0.10: 1/tau_sd = 0.01009 Ry*/hbar
T/T_F = 0.20: 1/tau_sd = 0.03375 Ry*/hbar
T/T_F = 0.50: 1/tau_sd = 0.09480 Ry*/hbar
T/T_F = 1.00: 1/tau_sd = 0.12692 Ry*/hbar
T/T_F = 2.00: 1/tau_sd = 0.11404 Ry*/hbar
T/T_F = 5.00: 1/tau_sd = 0.06236 Ry*/hbar
```
